# Shear viscosity from all five traceless stress components

## Problem

A first-principles molecular dynamics run of a liquid stores the full stress tensor $P_{ab}(t)$, kinetic part of the nuclei included, at every step. The nuclei move classically in a cell of volume $V$ at temperature $T$. The stress is symmetric, and the liquid is stationary and isotropic. The starting point is the Green–Kubo formula

$$\eta=\frac{V}{k_BT}\int_0^\infty C(t)\,dt,\qquad C(t)=\langle P_{xy}(0)P_{xy}(t)\rangle .$$

It uses one element of the tensor. Let $S_{ab}=P_{ab}-\tfrac13\delta_{ab}\sum_c P_{cc}$ be the traceless part. The overall sign convention of the stress is irrelevant, because only products of two elements occur.

(a) Find the number $K$ for which

$$\eta=\frac{V}{K\,k_BT}\int_0^\infty\sum_{ab}\langle S_{ab}(0)S_{ab}(t)\rangle\,dt,$$

where the sum runs over all nine ordered pairs $ab$.

(b) Write this formula as a mean over five uncorrelated components.

(c) By what factor is the variance of the viscosity smaller than with $P_{xy}$ alone, if the stress is a Gaussian process?

(d) Let $C(t)=C_0e^{-|t|/\tau}$. Find the standard error for time origins spread over a window $W\gg\tau$ and a time integral cut at $t_c$. Evaluate it for $V=20000$ bohr³, $k_BT=0.005$ Ry, $\sqrt{C_0}=10^{-5}$ Ry/bohr³, $\tau=4000\,\hbar/\mathrm{Ry}$, $t_c=5\tau$ and $W=200\tau$. These are round model parameters.

## Hints

1. Half-turns about the coordinate axes make most of the correlations vanish. A rotation by 45° about $z$ connects $S_{xy}$ with $S_{xx}-S_{yy}$.
2. The three off-diagonal elements are already uncorrelated with each other. Look for two combinations of the diagonal elements that are uncorrelated with each other and have the correlation function $C(t)$.
3. The variance of a time-averaged product involves four stresses. For Gaussian variables of zero mean, such an average is a sum over pairings.
4. In (d), integrate first over the distance between the two time origins.

## Solution

### (a) The normalization

Consider $\langle S_{ab}(0)S_{cd}(t)\rangle$. A half-turn about $x$ reverses $y$ and $z$, so the correlation is multiplied by $(-1)^{n_y+n_z}$, where $n_y$ and $n_z$ count how often these indices occur. Isotropy requires it to be unchanged, so it vanishes unless $n_y+n_z$ is even. As there are four indices in all, $n_x$ must then be even. The other half-turns give the same condition for $n_y$ and $n_z$.

Quarter-turns interchange the axes, which leaves three functions:

$$A=\langle S_{xx}S_{xx}\rangle,\quad B=\langle S_{xx}S_{yy}\rangle,\quad C=\langle S_{xy}S_{xy}\rangle,$$

with the first factor at time 0 and the second at $t$. Two conditions connect them.

The trace of $S$ is zero, so $\langle S_{xx}(S_{xx}+S_{yy}+S_{zz})\rangle=0$, or $A+2B=0$.

Next, take axes rotated by 45°, along $(1,1,0)/\sqrt2$ and $(-1,1,0)/\sqrt2$. The off-diagonal element in these axes is

$$S_{x'y'}=\tfrac12(-S_{xx}+S_{xy}-S_{yx}+S_{yy})=\tfrac12(S_{yy}-S_{xx}).$$

By isotropy its correlation function is also $C$, hence $C=\tfrac14(2A-2B)=\tfrac12(A-B)$. With $B=-A/2$ this gives $C=\tfrac34A$, so

$$A=\tfrac43C,\qquad B=-\tfrac23C .$$

The sum over nine pairs contains six off-diagonal and three diagonal terms:

$$\sum_{ab}\langle S_{ab}(0)S_{ab}(t)\rangle=6C+3\cdot\tfrac43C=10\,C(t).$$

Therefore $K=10$:

$$\eta=\frac{V}{10\,k_BT}\int_0^\infty\sum_{ab}\langle S_{ab}(0)S_{ab}(t)\rangle\,dt .$$

A small cubic periodic cell can break isotropy. Half-turns and quarter-turns remain symmetries, but the 45° rotation does not. Then $C_T=\langle S_{xy}S_{xy}\rangle$ and $C_E=\tfrac12(A-B)$ may differ. The trace condition gives $A=\tfrac43C_E$, and the sum divided by 10 becomes

$$\tfrac1{10}(6C_T+4C_E)=\tfrac15(3C_T+2C_E).$$

This is the $xy$ correlation averaged over all orientations of the cell. The averaged correlations are isotropic, so the result above applies to them, and the full contraction does not change under rotation. The average removes the dependence on the choice of axes, but not other effects of a finite cell.

### (b) Five uncorrelated components

Take

$$Q_1=S_{xy},\quad Q_2=S_{yz},\quad Q_3=S_{zx},\quad Q_4=\frac{S_{xx}-S_{yy}}2,\quad Q_5=\frac{2S_{zz}-S_{xx}-S_{yy}}{2\sqrt3}.$$

Since $S_{xx}+S_{yy}=-S_{zz}$, the last one is $Q_5=\tfrac{\sqrt3}2S_{zz}$. Then

$$\langle Q_4Q_4\rangle=\tfrac14(2A-2B)=C,\qquad \langle Q_5Q_5\rangle=\tfrac34A=C,$$

$$\langle Q_4Q_5\rangle=\tfrac{\sqrt3}4(B-B)=0 .$$

All correlations between different components that involve $Q_1,Q_2$ or $Q_3$ contain some index an odd number of times and vanish. Thus $\langle Q_j(0)Q_k(t)\rangle=\delta_{jk}C(t)$.

For the diagonal elements,

$$S_{xx}^2+S_{yy}^2=\tfrac12(S_{xx}-S_{yy})^2+\tfrac12(S_{xx}+S_{yy})^2=2Q_4^2+\tfrac12S_{zz}^2 .$$

Adding $S_{zz}^2$ gives $2Q_4^2+\tfrac32S_{zz}^2=2Q_4^2+2Q_5^2$. Each off-diagonal element occurs twice, so $\sum_{ab}S_{ab}^2=2\sum_kQ_k^2$. An identity between quadratic forms also holds for the corresponding products at two different times. Hence

$$\frac1{10}\sum_{ab}S_{ab}(0)S_{ab}(t)=\frac15\sum_{k=1}^5Q_k(0)Q_k(t).$$

The 10 is $2\times5$: five components, each counted twice. The tensor formula is the plain mean of five viscosity estimates.

### (c) The variance

From one run, component $k$ gives the estimate

$$\hat\eta_k=\frac{V}{k_BT}\,\frac1W\int_0^W\!ds\int_0^{t_c}\!dt\;Q_k(s)\,Q_k(s+t).$$

The covariance of $\hat\eta_j$ and $\hat\eta_k$ contains an average of four stresses, minus the product of the two means. For a Gaussian process of zero mean, the average is the sum over three pairings. One pairing is the product of the means and cancels. This leaves

$$\langle Q_j(s)Q_k(s')\rangle\langle Q_j(s{+}t)Q_k(s'{+}t')\rangle+\langle Q_j(s)Q_k(s'{+}t')\rangle\langle Q_j(s{+}t)Q_k(s')\rangle .$$

Suppose that two components have the cross-correlation $r\,C(t)$. Each term then has two factors $r$, so the covariance is $r^2$ times the variance $\mathrm{Var}_1$ of one estimate. For the five components above $r=0$, and

$$\mathrm{Var}_5=\frac1{25}\cdot5\,\mathrm{Var}_1=\frac{\mathrm{Var}_1}5 .$$

The variance falls by a factor 5 and the standard error by $\sqrt5\approx2.24$. The form of $C(t)$ was not used.

Equal weights are the best choice among weighted means of the five. With $\sum_kw_k=1$ the variance is $\mathrm{Var}_1\sum_kw_k^2$, and $\sum_kw_k^2=\tfrac15+\sum_k(w_k-\tfrac15)^2$.

The Gaussian assumption is reasonable when the cell contains many weakly correlated regions that all contribute to the stress. Isotropy alone fixes the 10, but not the factor 5.

### (d) The standard error

Set $j=k$ and $u=s'-s$. The pairings decay within a few $\tau$ in $|u|$. For $W\gg\tau$ the double integral over origins, divided by $W^2$, therefore becomes $\frac1W\int_{-\infty}^\infty du$. Define

$$G(x)=\int_{-\infty}^{\infty}C(u)C(u+x)\,du=C_0^2(\tau+|x|)e^{-|x|/\tau}.$$

For $x>0$, the region $-x<u<0$ contributes $x\,e^{-x/\tau}$, and each of the two outer regions contributes $\tfrac\tau2e^{-x/\tau}$. The first pairing gives $G(t'-t)$ and the second $G(t+t')$, so

$$\mathrm{Var}_1=\Big(\frac V{k_BT}\Big)^2\frac JW,\qquad J=\int_0^{t_c}\!\!\int_0^{t_c}[G(t'-t)+G(t+t')]\,dt\,dt'.$$

Collect equal arguments $x$ of $G$. The first term has the weight $2(t_c-x)$ for $0<x<t_c$. The second has the weight $x$ for $x<t_c$ and $2t_c-x$ for $t_c<x<2t_c$. The total is $2t_c-x$ on the whole interval. With $y=x/\tau$ and $b=2t_c/\tau$,

$$J=C_0^2\tau^3\int_0^b(b-y)(1+y)e^{-y}dy .$$

An antiderivative is $e^{-y}[y^2+(3-b)y+3-2b]$, as differentiation confirms. It equals $(b+3)e^{-b}$ at $y=b$ and $3-2b$ at $y=0$. The integral is thus $2b-3+(b+3)e^{-b}$. Since $\eta=VC_0\tau/k_BT$,

$$\frac{\mathrm{Var}_1}{\eta^2}=\frac\tau W\left[\frac{4t_c}\tau-3+\Big(\frac{2t_c}\tau+3\Big)e^{-2t_c/\tau}\right].$$

For $t_c\gg\tau$ the variance grows linearly with the cutoff, because the tail of the integral adds noise but hardly any signal. A short cutoff instead biases the mean, which is $\eta(1-e^{-t_c/\tau})$.

**Numbers.** In Rydberg units the viscosity has the unit $(\mathrm{Ry/bohr^3})(\hbar/\mathrm{Ry})=\hbar/\mathrm{bohr}^3$:

$$\eta=\frac{20000\times10^{-10}}{0.005}\times4000=1.60\ \hbar/\mathrm{bohr}^3=1.14\ \mathrm{mPa\,s}.$$

The cutoff lowers the mean by 0.67%, to 1.589 $\hbar/\mathrm{bohr}^3$. The bracket is 17.0, so $\mathrm{Var}_1/\eta^2=17.0/200=0.085$. Relative to $\eta$, the standard error is $\sqrt{0.085}=29.16\%$ with one component and $29.16\%/\sqrt5=13.04\%$ with five. The window is 38.7 ps long, and the run must last $t_c$ longer.

The numerical check simulates 10000 such trajectories. Each stress tensor is built from nine independent Gaussian noises by symmetrization and removal of the trace. The observed standard errors are 28.95% and 12.97%, and the variance ratio is 4.98. With an oscillating correlation function the ratio is 4.97.

The first trajectory gives, in $\hbar/\mathrm{bohr}^3$ and in the order $Q_1$ to $Q_5$,

$$\tfrac15(1.644+1.710+1.543+2.038+1.206)=1.628 .$$

The mean of the tensor formula over all trajectories is 1.5985, which is 0.0093, or 0.6%, above the value 1.5892 expected with the cutoff. The trapezoidal rule with step $h=\tau/5$ overestimates the integral of the exponential by about $h^2/12\tau^2=0.33\%$, or 0.0053. The remaining 0.004 is about two standard errors of the mean, each $0.209/\sqrt{10000}=0.002$.

For a standard error of 10% the window must be $17.0\,\tau/0.1^2=6.8\times10^6\,\hbar/\mathrm{Ry}=329$ ps with one component. With five it is $1.36\times10^6\,\hbar/\mathrm{Ry}=66$ ps.

## Variation 1: a non-orthogonal set

*Replace $Q_5$ by $Q_5'=(S_{yy}-S_{zz})/2$ and keep equal weights. What is the gain?*

By exchange of axes, $Q_5'$ has the same correlation function as $Q_4$, so the mean viscosity is unchanged. However,

$$\langle Q_4Q_5'\rangle=\tfrac14(B-B-A+B)=\tfrac14(B-A)=-\tfrac12C .$$

Thus $r=-\tfrac12$ for this pair, and its covariance is $\tfrac14\mathrm{Var}_1$. It is positive although $r$ is negative, since $r$ enters squared. The variance of the mean is $(5+2\cdot\tfrac14)\mathrm{Var}_1/25$, a gain of $50/11=4.55$. The simulation gives 4.51. The three off-diagonal elements alone give a gain of 3, and 3.02 in the simulation.

## Variation 2: stress from few particles

*Let the stress be purely kinetic, $\sum_iv_av_b$ over $N$ independent particles, with Gaussian velocity components of unit variance. Estimate $C(0)$ from the stress at one instant. What is the gain now?*

With $P_{xy}$ alone, each particle contributes $q=v_xv_y$, with $\langle q^2\rangle=1$ and $\langle q^4\rangle=3\cdot3=9$. Hence

$$\mathrm{Var}(P_{xy}^2)=9N+3N(N-1)-N^2=2N^2+6N .$$

For all five, let $\mathbf q_i$ be the vector of the five components from particle $i$, and $\mathbf Q=\sum_i\mathbf q_i$. From (b), $|\mathbf q|^2=\tfrac12\sum_{ab}S_{ab}^2=\tfrac12(v^4-\tfrac13v^4)=\tfrac13v^4$. With $\langle v^4\rangle=15$ and $\langle v^8\rangle=945$ this gives $\langle|\mathbf q|^2\rangle=5$ and $\langle|\mathbf q|^4\rangle=105$. For two different particles, $\langle(\mathbf q_1\!\cdot\mathbf q_2)^2\rangle=\sum_{jk}\delta_{jk}\delta_{jk}=5$. Terms in which a particle occurs once vanish, so

$$\langle|\mathbf Q|^4\rangle=105N+N(N-1)(5^2+2\cdot5)=35N^2+70N .$$

Subtracting $(5N)^2$ and dividing by 25 gives the variance of $\tfrac15|\mathbf Q|^2$, namely $(10N^2+70N)/25$. The gain is

$$\frac{25\,(2N^2+6N)}{10N^2+70N}=\frac{5(N+3)}{N+7}.$$

It is 2.5 for one particle, 2.78 for two and 4.81 for a hundred, and it tends to 5 as the sum becomes Gaussian. This result concerns the equal-time square in this model. The gain for the time integral of a non-Gaussian stress need not have the same value.

## Numbers as computed

```
contraction factor from velocity average: 10.000000
cubic test, C_T = 1.0, C_E = 2.0 (no unit)
  orientation average of xy: 1.400000
  tensor sum over 10: 1.400000
equal-time gain, 1 particle(s), quadrature: 2.5000
equal-time gain, 2 particle(s), quadrature: 2.7778
equal-time gain, 100 particles, formula: 4.8131
variance integral, tc/tau = 1: quadrature 1.6774, formula 1.6767
variance integral, tc/tau = 5: quadrature 17.0077, formula 17.0006
volume: 20000 bohr^3
kT: 0.0050 Ry
rms off-diagonal stress: 1.0e-05 Ry/bohr^3
correlation time tau: 4000 hbar/Ry
cutoff tc: 20000 hbar/Ry
origin window: 800000 hbar/Ry = 38.70 ps
time step of the simulated stress: 800 hbar/Ry
V C0/kT: 4.000e-04 Ry/bohr^3
exact viscosity: 1.6000 hbar/bohr^3 = 1.1387 mPa s
viscosity with cutoff: 1.5892 hbar/bohr^3
relative cutoff bias: -0.674 %
first trajectory, estimates in hbar/bohr^3:
  xy: 1.6439
  yz: 1.7099
  zx: 1.5428
  (xx-yy)/2: 2.0379
  (2zz-xx-yy)/(2 sqrt 3): 1.2056
  tensor formula: 1.6280
number of trajectories: 10000
mean of tensor formula: 1.5985 hbar/bohr^3
predicted relative variance, one component: 0.08500
predicted standard error, one: 29.16 % = 0.4665 hbar/bohr^3
predicted standard error, five: 13.04 % = 0.2086 hbar/bohr^3
observed standard error, one: 28.95 %
observed standard error, five: 12.97 %
observed variance gain, five orthogonal: 4.980
observed variance gain, three off-diagonal: 3.016
observed gain, non-orthogonal five: 4.512
predicted gain, non-orthogonal five: 4.545
observed gain, oscillating correlation: 4.970
window for 10 % error, one: 6.800e+06 hbar/Ry = 329.0 ps
window for 10 % error, five: 1.360e+06 hbar/Ry = 65.8 ps
```
